**Spherical average of an open p shell: ensemble versus pure-state v-representability**

For a spherical potential whose ground level at fixed \(N_\uparrow,N_\downarrow\) is a real \(L=1\) triplet \(P_x,P_y,P_z\), the transition densities are \(n_{ij}=A(r)\delta_{ij}+B(r)(u_iu_j-\delta_{ij}/3)\) with \(\mathbf u=\mathbf r/r\), and the equal-weight ensemble \(\Gamma\) has density \(\bar n=A\). A pure state with coefficients \(\mathbf c=\mathbf a+i\mathbf b\) has \(n_c-\bar n=B(\mathbf u^TM\mathbf u-1/3)\), where \(M=\mathbf a\mathbf a^T+\mathbf b\mathbf b^T\) has rank at most two, so it never equals \(\bar n\) when \(B\neq0\). The program asserts this form against library spherical harmonics and against full CI densities of boron in the 6-31G basis at random points, and it asserts the rms anisotropy limits \(1/\sqrt5\) and \(2/\sqrt5\) by minimization and the integrated distances \(2/(3\sqrt3)\) and \(4/(3\sqrt3)\) by quadrature. For three noninteracting electrons in a harmonic well it asserts a threefold ground level at 5.5 Ha and, for a second potential \(v+w\) with ground state \(\Psi'\) and density \(n'\), the identity \(D_1+D_2=\int w(\bar n-n')\) with \(D_1=\langle\Psi'|H|\Psi'\rangle-E_0>0\) and \(D_2=\mathrm{Tr}\,\Gamma H'-E_0'>0\). It further asserts that Harriman orbitals built from the up-spin density are orthonormal and cost more kinetic energy than the ensemble, that a lone electron's spherical p density is the ground-state density of \(v+1/r^2\), and that a spinor mixing \(M_S=\pm1/2\) has density \(\bar n\). The output shows \(D_1=0.0625\) Ha, \(D_2=0.17\) Ha, a Harriman energy of 7.977 Ha, a boron gap of 0.114 Ha above the triplet, and a smallest integrated distance of 0.365 electrons between \(\bar n\) and a pure boron ground-state density. Hartree atomic units are used throughout.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Program and output

```python
# Result under test (Hartree atomic units). H = T + W + v, v spherical, fixed (N_up, N_down),
# ground level = real L=1 triplet P_x,P_y,P_z. Transition densities:
#   n_ij = A(r) delta_ij + B(r)(u_i u_j - delta_ij/3), u = unit vector.
# Equal-weight ensemble density nbar = A(r). Pure state c = a+ib:
#   n_c - nbar = B (u.M.u - 1/3), M = a a^T + b b^T of rank <= 2, so n_c is never nbar.
# For another potential v' = v + w with ground state Psi', density n':
#   D1 = <Psi'|H|Psi'> - E0 >= 0, D2 = Tr(Gamma H') - E0' >= 0, D1 + D2 = int w (nbar - n').
# Also tested: Harriman orbitals reproduce nbar; a lone electron needs v + 1/r^2;
# a spinor mixing M_S = +-1/2 has density nbar.
import itertools
import numpy as np, sympy as sp, mpmath as mp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.fci import direct_spin1, spin_op

eV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)
pi = np.pi
def show(label, val, unit=''): print(f"{label}: {val:.6g} {unit}".rstrip())
def rand_c():
    c = rng.normal(size=3) + 1j*rng.normal(size=3)
    return c/np.linalg.norm(c)
def sphere(nt, nph):
    ct, wt = np.polynomial.legendre.leggauss(nt)
    ph = 2*pi*(np.arange(nph) + 0.5)/nph
    st = np.sqrt(1 - ct**2)
    u = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, np.ones(nph))], -1)
    return u.reshape(-1, 3), np.repeat(wt, nph)*2*pi/nph

# ---- single p orbital: angular density against library spherical harmonics
for _ in range(10):
    cm, c0, cp = rand_c()
    th, ph = rng.uniform(0, pi), rng.uniform(0, 2*pi)
    Y = [complex(mp.spherharm(1, m, th, ph)) for m in (-1, 0, 1)]
    assert abs(sum(abs(y)**2 for y in Y)/3 - 1/(4*pi)) < 1e-13
    c = np.array([(cm - cp)/2**.5, -1j*(cp + cm)/2**.5, c0])
    M = np.outer(c.real, c.real) + np.outer(c.imag, c.imag)
    u = np.array([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th)])
    assert abs(abs(cm*Y[0] + c0*Y[1] + cp*Y[2])**2 - 3/(4*pi)*u@M@u) < 1e-13
    assert abs(np.linalg.eigvalsh(M)[0]) < 1e-13
    # spinor with M_S mixing: one third m=0 up, two thirds m=+1 down
    assert abs(abs(Y[1])**2/3 + 2*abs(Y[2])**2/3 - 1/(4*pi)) < 1e-13
us, ws = sphere(8, 12)          # exact for the quartic integrand
def msq(p):
    c = p[:3] + 1j*p[3:]
    return ws@(3*abs(us@c)**2/(p@p) - 1)**2/(4*pi)
for _ in range(20):
    c = rand_c(); D = np.outer(c, c.conj()).real - np.eye(3)/3
    assert abs(msq(np.r_[c.real, c.imag]) - 9*2*np.trace(D@D)/15) < 1e-12
rmin = min(minimize(msq, rng.normal(size=6)).fun for _ in range(8))**.5
rmax = (-min(minimize(lambda p: -msq(p), rng.normal(size=6)).fun for _ in range(8)))**.5
assert abs(rmin - 5**-.5) < 1e-6 and abs(rmax - 2*5**-.5) < 1e-6
uf, wf = sphere(300, 120)       # integrand has kinks: quadrature error about 1e-4
L1 = lambda c: wf@abs(3*abs(uf@c)**2 - 1)/(4*pi)
c_plus = np.array([1, 1j, 0])/2**.5
L1p, L1z = L1(c_plus), L1(np.array([0, 0, 1.]))
assert abs(L1p - 2/(3*3**.5)) < 1e-3 and abs(L1z - 4/(3*3**.5)) < 1e-3
vals = [L1(rand_c()) for _ in range(200)]
assert min(vals) > L1p - 1e-3 and max(vals) < L1z + 1e-3
show("min relative rms anisotropy (complex p)", rmin)
show("max relative rms anisotropy (real p)", rmax)
show("L1 distance complex p, closed form", 2/(3*3**.5), "electrons")
show("L1 distance real p, closed form", 4/(3*3**.5), "electrons")

# ---- harmonic well, noninteracting, sinc grid in each Cartesian direction
h = 0.2; x = h*np.arange(-50, 51); d = np.subtract.outer(np.arange(101), np.arange(101))
T = np.where(d == 0, pi**2/6, (-1.0)**abs(d)/np.where(d == 0, 1, d)**2)/h**2
wz = 0.8
H1, H2 = T + np.diag(x**2/2), T + np.diag(wz**2*x**2/2)
e1, V1 = eigh(H1); e2, V2 = eigh(H2)
def spectrum(ez, nu, nd):
    o = [e1[i] + e1[j] + ez[k] for i in range(3) for j in range(3) for k in range(3)]
    up = [sum(t) for t in itertools.combinations(o, nu)]
    dn = [sum(t) for t in itertools.combinations(o, nd)]
    return np.sort(np.add.outer(up, dn).ravel())
S = spectrum(e1, 2, 1); E0 = S[0]; deg = int(np.sum(S < E0 + 1e-8))
full = np.concatenate([spectrum(e1, n, 3 - n) for n in range(4)])
degfull = int(np.sum(full < E0 + 1e-8))
assert abs(E0 - 5.5) < 1e-9 and deg == 3 and abs(S[3] - E0 - 1) < 1e-9
assert degfull == 6 and full.min() > E0 - 1e-8
show("well: omega", e1[1] - e1[0], "Ha"); show("well: 1s level", 3*e1[0], "Ha")
show("well: 1p level", 2*e1[0] + e1[1], "Ha"); show("well: E0", E0, "Ha")
show("well: degeneracy at N_up=2, N_down=1", deg); show("well: degeneracy, all spin sectors", degfull)
show("well: gap", S[3] - E0, "Ha")
S2 = spectrum(e2, 2, 1); E0p = S2[0]
assert S2[1] - E0p > 0.1
ev = lambda H, V, n: V[:, n]@H@V[:, n]
assert abs(6*e1[0] + 2*e2[0] + e2[1] - E0p) < 1e-9     # ground state is 1s^2 p_z
D1 = 6*e1[0] + 2*ev(H1, V2, 0) + ev(H1, V2, 1) - E0
core = 2*(2*e1[0] + ev(H2, V1, 0))
trG = core + (2*(e1[0] + e1[1] + ev(H2, V1, 0)) + 2*e1[0] + ev(H2, V1, 1))/3
D2 = trG - E0p
z2bar = quad(lambda z: z*z*np.exp(-z*z)/pi**.5*(8/3 + 2*z*z/3), -12, 12)[0]
z2p = quad(lambda z: z*z*(wz/pi)**.5*np.exp(-wz*z*z)*(2 + 2*wz*z*z), -12, 12)[0]
rhs = (wz**2 - 1)/2*(z2bar - z2p)
assert D1 > 0 and D2 > 0 and abs(D1 + D2 - rhs) < 1e-8
assert abs(D1 - 2.5*((wz + 1/wz)/2 - 1)) < 1e-9
show("trial omega_z", wz, "Ha"); show("trial E0'", E0p, "Ha"); show("Tr(Gamma H')", trG, "Ha")
show("<z^2> ensemble", z2bar, "bohr^2"); show("<z^2> trial ground state", z2p, "bohr^2")
show("D1", D1, "Ha"); show("D2", D2, "Ha"); show("int w (nbar - n')", rhs, "Ha")

# ---- Harriman orbitals for the up-spin density
nup = lambda r: pi**-1.5*(1 + 2*r*r/3)*np.exp(-r*r)
r = np.linspace(0, 8, 40001); w4 = 4*pi*r*r
Nr = cumulative_trapezoid(w4*nup(r), r, initial=0)
fp = np.sqrt(nup(r)/2)*np.exp(0.5j*pi*Nr); fm = fp.conj()
assert abs(trapezoid(w4*abs(fp)**2, r) - 1) < 1e-7
assert abs(trapezoid(w4*fm.conj()*fp, r)) < 1e-6
T_fd = sum(trapezoid(w4*abs(np.gradient(f, r))**2, r)/2 for f in (fp, fm))
TW = quad(lambda s: 4*pi*s*s*pi**-1.5*np.exp(-s*s)*(2*s/3 + 4*s**3/3)**2/(1 + 2*s*s/3)/8, 0, 10)[0]
Tph = quad(lambda s: 4*pi*s*s*nup(s)*(2*pi*pi*s*s*nup(s))**2/2, 0, 10)[0]
T_ens = 5*ev(T, V1, 0) + ev(T, V1, 1)
assert abs(T_fd - TW - Tph) < 1e-5 and TW < T_ens < TW + Tph and abs(T_ens - 2) < 1e-9
show("up-spin T, ensemble", T_ens, "Ha"); show("up-spin T_W", TW, "Ha")
show("up-spin T from Harriman phase", Tph, "Ha"); show("Harriman state energy", E0 + TW + Tph - T_ens, "Ha")

# ---- lone electron: sqrt(nbar) ~ r exp(-r^2/2) belongs to v + 1/r^2
X, Yy, Z = sp.symbols('X Y Z', real=True); R2 = X**2 + Yy**2 + Z**2
psi = sp.sqrt(R2)*sp.exp(-R2/2)
veff = sp.lambdify((X, Yy, Z), sp.Rational(5, 2) + sum(sp.diff(psi, q, 2) for q in (X, Yy, Z))/(2*psi))
for p in rng.normal(size=(10, 3)):
    assert abs(veff(*p) - (p@p/2 + 1/(p@p))) < 1e-9
hr = 0.004; rg = hr*np.arange(1, 2500)      # second-order differences: error about 1e-5
el = [eigh_tridiagonal(1/hr**2 + rg**2/2 + (1 + l*(l + 1)/2)/rg**2, np.full(len(rg) - 1, -0.5/hr**2),
      select='i', select_range=(0, 0))[0][0] for l in range(3)]
assert abs(el[0] - 2.5) < 1e-4 and min(el[1:]) > el[0] + 0.5
inv_r2 = quad(lambda s: s*s*np.exp(-s*s), 0, 10)[0]/quad(lambda s: s**4*np.exp(-s*s), 0, 10)[0]
D1_lone = el[0] - inv_r2 - (2*e1[0] + e1[1])
assert D1_lone < 0 and el[0] - inv_r2 > 3*e1[0]
print(f"v+1/r^2 lowest levels l=0,1,2: {el[0]:.4f} {el[1]:.4f} {el[2]:.4f} Ha")
print(f"lone electron D1 (relative to 1p): {D1_lone:.4f} Ha")

# ---- boron, full CI in 6-31G, N_up=3, N_down=2, Loewdin orbitals, dense diagonalization
mol = gto.M(atom='B 0 0 0', basis='6-31g', spin=1, verbose=0)
s, U = np.linalg.eigh(mol.intor('int1e_ovlp')); C = U@np.diag(s**-.5)@U.T
no = C.shape[1]; ne = (3, 2); na, nb = 84, 36
h1 = C.T@(mol.intor('int1e_kin') + mol.intor('int1e_nuc'))@C
eri = np.ascontiguousarray(np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True))
addr, H0 = direct_spin1.pspace(h1, eri, no, ne, np=na*nb + 1)
assert no == 9 and len(addr) == na*nb
E, vec = eigh(H0, subset_by_index=[0, 3], overwrite_a=True)
ci = np.zeros((4, na*nb)); ci[:, addr] = vec.T; ci = ci.reshape(4, na, nb)
assert E[2] - E[0] < 1e-9 and E[3] - E[2] > 0.05
def trans(vs, n):
    return np.array([[direct_spin1.trans_rdm1(a, b, no, n) for b in vs] for a in vs])
rr = np.einsum('abpq,pi,qj->abij', mol.intor('int1e_rr').reshape(3, 3, no, no), C, C)
mom = lambda Dm: np.einsum('ijpq,abpq->ijab', Dm, rr)
Q = mom(trans(ci[:3], ne))
G = Q[:, :, 0, 0] + 2*Q[:, :, 1, 1] + 3*Q[:, :, 2, 2]
P = np.einsum('ai,apq->ipq', np.linalg.eigh((G + G.T)/2)[1], ci[:3])
Q = mom(trans(P, ne))
P[1] *= np.sign(Q[0, 1, 0, 1]); P[2] *= np.sign(Q[0, 2, 0, 2])
P = [np.ascontiguousarray(v) for v in P]
Dm = trans(P, ne); Q = mom(Dm)
ss = spin_op.spin_square0(P[2], no, ne)[0]
assert abs(ss - 0.75) < 1e-8
def dens(c, pts, Dm=Dm):
    ao = mol.eval_gto('GTOval_sph', np.ascontiguousarray(pts))@C
    n = ((ao@np.einsum('i,j,ijpq->pq', np.conj(c), c, Dm))*ao).sum(1)
    assert abs(n.imag).max() < 1e-9
    return n.real
I3 = np.eye(3)
nbar = lambda pts: sum(dens(I3[i], pts) for i in range(3))/3
def AB(rad):                    # radial functions read off the z axis only
    pts = np.outer(rad, [0, 0, 1.]); nz, nx = dens(I3[2], pts), dens(I3[0], pts)
    return (nz + 2*nx)/3, nz - nx
rad = rng.uniform(0.05, 5, 300); u = rng.normal(size=(300, 3)); u /= np.linalg.norm(u, axis=1)[:, None]
pts = u*rad[:, None]; A, B = AB(rad)
assert abs(nbar(pts) - A).max() < 1e-8
for _ in range(10):
    c = rand_c(); M = np.outer(c, c.conj()).real
    assert abs(dens(c, pts) - A - B*(np.einsum('gi,ij,gj->g', u, M, u) - 1/3)).max() < 1e-8
Pd = [np.ascontiguousarray(v.T) for v in P]     # spin-flipped partners, M_S = -1/2
assert all(abs(direct_spin1.energy(h1, eri, v, no, (2, 3)) - E[0]) < 1e-9 for v in Pd)
spinor = dens(I3[2], pts)/3 + 2*dens(c_plus, pts, trans(Pd, (2, 3)))/3
assert abs(spinor - A).max() < 1e-8
t = np.linspace(np.log(1e-4), np.log(25), 400); rl = np.exp(t); wr = rl**3*(t[1] - t[0])
A, B = AB(rl)
Nel = 4*pi*wr@A; dQ = Q[2, 2, 2, 2] - Q[2, 2, 0, 0]
assert abs(Nel - 5) < 1e-6 and dQ > 0 and abs(dQ - 8*pi/15*wr@(B*rl**2)) < 1e-6
pref = 4*pi/3*wr@abs(B)
ua, wa = sphere(200, 3)
p3 = (rl[:, None, None]*ua[None]).reshape(-1, 3)
L1B = np.outer(wr, wa).ravel()@abs(dens(c_plus, p3) - nbar(p3))
assert abs(L1B - pref*2/(3*3**.5)) < 1e-3
A2, B2 = AB(np.array([2.0]))
show("B: determinants", na*nb); print(f"B: E0 (three states): {E[0]:.8f} Ha")
print(f"B: splitting within triplet: {E[2] - E[0]:.1e} Ha")
show("B: gap to next level", E[3] - E[0], "Ha"); show("B: gap to next level", (E[3] - E[0])*eV, "eV")
show("B: <S^2>", ss); show("B: electrons in nbar", Nel)
show("B: A(2 bohr)", A2[0], "bohr^-3"); show("B: B(2 bohr)", B2[0], "bohr^-3")
show("B: P_z density on z axis, 2 bohr", dens(I3[2], [[0, 0, 2.]])[0], "bohr^-3")
show("B: P_+ density on z axis, 2 bohr", dens(c_plus, [[0, 0, 2.]])[0], "bohr^-3")
show("B: P_+ density on x axis, 2 bohr", dens(c_plus, [[2., 0, 0]])[0], "bohr^-3")
show("B: <z^2> in P_z", Q[2, 2, 2, 2], "bohr^2"); show("B: <x^2> in P_z", Q[2, 2, 0, 0], "bohr^2")
show("B: <z^2>-<x^2> in P_z", dQ, "bohr^2")
show("B: <z^2> in ensemble", sum(Q[i, i, 2, 2] for i in range(3))/3, "bohr^2")
show("B: (4pi/3) int |B| r^2 dr", pref, "electrons")
show("B: (4pi/3) int B r^2 dr", 4*pi/3*wr@B, "electrons")
show("B: minimal L1 distance (formula)", pref*2/(3*3**.5), "electrons")
print(f"B: L1 distance of P_+ (3D quadrature): {L1B:.4f} electrons")
show("spinor <S_z>", 0.5*(1/3) - 0.5*(2/3))
print("done: every assertion held")
```

Output:

```
min relative rms anisotropy (complex p): 0.447214
max relative rms anisotropy (real p): 0.894427
L1 distance complex p, closed form: 0.3849 electrons
L1 distance real p, closed form: 0.7698 electrons
well: omega: 1 Ha
well: 1s level: 1.5 Ha
well: 1p level: 2.5 Ha
well: E0: 5.5 Ha
well: degeneracy at N_up=2, N_down=1: 3
well: degeneracy, all spin sectors: 6
well: gap: 1 Ha
trial omega_z: 0.8 Ha
trial E0': 5 Ha
Tr(Gamma H'): 5.17 Ha
<z^2> ensemble: 1.83333 bohr^2
<z^2> trial ground state: 3.125 bohr^2
D1: 0.0625 Ha
D2: 0.17 Ha
int w (nbar - n'): 0.2325 Ha
up-spin T, ensemble: 2 Ha
up-spin T_W: 1.1434 Ha
up-spin T from Harriman phase: 3.33401 Ha
Harriman state energy: 7.97741 Ha
v+1/r^2 lowest levels l=0,1,2: 2.5000 3.0616 3.8723 Ha
lone electron D1 (relative to 1p): -0.6667 Ha
B: determinants: 3024
B: E0 (three states): -24.56289177 Ha
B: splitting within triplet: 2.1e-14 Ha
B: gap to next level: 0.114281 Ha
B: gap to next level: 3.10976 eV
B: <S^2>: 0.75
B: electrons in nbar: 5
B: A(2 bohr): 0.0261295 bohr^-3
B: B(2 bohr): 0.0227811 bohr^-3
B: P_z density on z axis, 2 bohr: 0.0413169 bohr^-3
B: P_+ density on z axis, 2 bohr: 0.0185358 bohr^-3
B: P_+ density on x axis, 2 bohr: 0.0299264 bohr^-3
B: <z^2> in P_z: 6.23145 bohr^2
B: <x^2> in P_z: 4.14676 bohr^2
B: <z^2>-<x^2> in P_z: 2.08469 bohr^2
B: <z^2> in ensemble: 4.84166 bohr^2
B: (4pi/3) int |B| r^2 dr: 0.948672 electrons
B: (4pi/3) int B r^2 dr: 0.948672 electrons
B: minimal L1 distance (formula): 0.365144 electrons
B: L1 distance of P_+ (3D quadrature): 0.3651 electrons
spinor <S_z>: -0.166667
done: every assertion held
```
